# Does a Room-Temperature Gauge Report the Pressure of a Hot Chamber?: verification in Python

```python
"""
Thermal transpiration: a gauge at T_g joined to a chamber at T_h.
Result under test, for collisionless gas with no net flow:
    p_g / p_h = sqrt(T_g / T_h)
p: pressure, n: number density, T: temperature, m: molecular mass,
W: probability that a molecule entering a tube leaves at the far end,
delta: tube radius * p / (viscosity * sqrt(2 k T / m)), small if collisionless,
gamma: d ln p / d ln T along a long tube with no net flow.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, solve_ivp
from scipy.interpolate import PchipInterpolator

rng = np.random.default_rng(12345)
k = const.k
mtorr = const.torr * 1e-3

# Example inputs: round model parameters
T_h, T_g, T_head = 600.0, 300.0, 320.0
p_h = 1.0 * mtorr
mass = 40.0 * const.atomic_mass
diameter_molecule = 0.4e-9
radius, length = 2.0e-3, 50.0e-3
outgassing_torr_l_s = 1.0e-7


def mean_speed(T):
    return np.sqrt(8 * k * T / (np.pi * mass))


def wall_flux(p, T):
    return p / np.sqrt(2 * np.pi * mass * k * T)


def mean_free_path(p, T):
    return k * T / (np.sqrt(2) * np.pi * diameter_molecule**2 * p)


def flux_and_pressure_by_quadrature(n, T):
    """Integrate number and momentum transfer over the Maxwell distribution."""
    sigma = np.sqrt(k * T / mass)

    def density(x):
        return np.exp(-x * x / 2) / np.sqrt(2 * np.pi)

    number = quad(lambda x: x * density(x), 0, 12)[0]
    momentum = quad(lambda x: 2 * x * x * density(x), 0, 12)[0]
    return n * sigma * number, n * mass * sigma**2 * momentum


def two_box_simulation(T_hot, T_cold, count=20000, burn=350, sample=250):
    """Independent molecules in two unit cubes joined by a small square hole.
    Returns cold/hot ratios of wall pressure and density."""
    sigma = np.sqrt(np.array([T_hot, T_cold]) / T_cold)
    side = np.zeros(count, dtype=int)          # all start in the hot box
    pos = rng.random((count, 3))
    vel = rng.normal(size=(count, 3)) * sigma[0]
    rows = np.arange(count)
    time_in, impulse = np.zeros(2), np.zeros(2)
    for step in range(burn + sample):
        times = np.where(vel > 0, 1 - pos, -pos) / vel
        axis = np.argmin(times, axis=1)
        dt = times[rows, axis]
        pos += vel * dt[:, None]
        v_in = vel[rows, axis]
        pos[rows, axis] = (v_in > 0).astype(float)
        toward_hole = (axis == 0) & ((v_in > 0) == (side == 0))
        in_hole = np.all(np.abs(pos[:, 1:] - 0.5) < 0.15, axis=1)
        cross = toward_hole & in_hole
        hit = ~cross
        # diffuse re-emission at the temperature of the wall that was struck
        s = sigma[side]
        new_vel = rng.normal(size=(count, 3)) * s[:, None]
        v_out = s * np.sqrt(-2 * np.log(1 - rng.random(count)))
        new_vel[rows, axis] = -np.sign(v_in) * v_out
        if step >= burn:
            time_in += np.bincount(side, weights=dt, minlength=2)
            impulse += np.bincount(side[hit],
                                   weights=(np.abs(v_in) + v_out)[hit],
                                   minlength=2)
        vel[hit] = new_vel[hit]
        pos[cross, 0] = 1 - pos[cross, 0]
        side[cross] = 1 - side[cross]
    return impulse[1] / impulse[0], time_in[1] / time_in[0]


def cosine_directions(normal):
    """Cosine-law directions about the given unit normals."""
    v = rng.normal(size=normal.shape)
    v = normal + v / np.linalg.norm(v, axis=1)[:, None]
    return v / np.linalg.norm(v, axis=1)[:, None]


def ray_transmission(r_in, r_out, tube_length, count):
    """Trace molecules through a straight or conical tube."""
    slope = (r_out - r_in) / tube_length
    rho = r_in * np.sqrt(rng.random(count))
    angle = 2 * np.pi * rng.random(count)
    pos = np.column_stack([rho * np.cos(angle), rho * np.sin(angle),
                           np.zeros(count)])
    normal = np.tile([0.0, 0.0, 1.0], (count, 1))
    passed = 0
    while len(pos):
        d = cosine_directions(normal)
        r_wall = r_in + slope * pos[:, 2]
        a = d[:, 0]**2 + d[:, 1]**2 - slope**2 * d[:, 2]**2
        b = (pos[:, 0] * d[:, 0] + pos[:, 1] * d[:, 1]
             - slope * r_wall * d[:, 2])
        c = np.minimum(pos[:, 0]**2 + pos[:, 1]**2 - r_wall**2, 0)
        t = (-b + np.sqrt(np.maximum(b * b - a * c, 0))) / a
        z_hit = np.where(t > 0, pos[:, 2] + t * d[:, 2],
                         np.copysign(np.inf, d[:, 2]))
        passed += np.count_nonzero(z_hit >= tube_length)
        stay = (z_hit > 0) & (z_hit < tube_length)
        pos = pos[stay] + t[stay, None] * d[stay]
        rho = np.hypot(pos[:, 0], pos[:, 1])
        normal = np.column_stack([-pos[:, 0] / rho, -pos[:, 1] / rho,
                                  np.full(len(pos), slope)])
        normal /= np.sqrt(1 + slope**2)
    return passed / count


def integral_transmission(length_over_radius, cells=500):
    """Cylinder transmission from the integral equation for wall re-emission."""
    L = length_over_radius
    h = L / cells
    x = (np.arange(cells) + 0.5) * h

    def disk_to_disk(z):
        return 1 + z * z / 2 - z * np.sqrt(z * z + 4) / 2

    def ring_to_disk(z):
        return ((z * z + 2) / np.sqrt(z * z + 4) - z) / 2

    distance = np.abs(x[:, None] - x[None, :])
    kernel = (ring_to_disk(np.abs(distance - h / 2))
              - ring_to_disk(distance + h / 2))
    np.fill_diagonal(kernel, 2 * (0.5 - ring_to_disk(h / 2)))
    escape = np.linalg.solve(np.eye(cells) - kernel, ring_to_disk(L - x))
    return disk_to_disk(L) + np.sum(2 * ring_to_disk(x) * escape) * h


def gauss01(count):
    x, w = np.polynomial.legendre.leggauss(count)
    return (x + 1) / 2, w / 2


def kinetic_tube(delta):
    """Linearized BGK equation in a long tube with diffuse walls.
    Returns dimensionless pressure-driven flow and gamma."""
    n_r = 8
    r2, w_r = gauss01(n_r)
    th, w_th = gauss01(48)
    th = np.pi * th
    q, w_q = gauss01(36)
    speed = 5 * q**3
    w_speed = w_q * 15 * q**2 * 2 * speed * np.exp(-speed**2)
    frac, w_frac = gauss01(10)
    basis_inverse = np.linalg.inv(
        np.polynomial.legendre.legvander(2 * r2 - 1, n_r - 1))
    kernel = np.zeros((n_r, n_r))
    source_p, source_t = np.zeros(n_r), np.zeros(n_r)
    weight = w_th[:, None] * w_speed[None, :]
    for i, rr in enumerate(r2):
        r = np.sqrt(rr)
        path = -r * np.cos(th) + np.sqrt(1 - rr * np.sin(th)**2)
        collided = -np.expm1(-delta * path[:, None] / speed[None, :])
        source_p[i] = -np.sum(weight * 0.5 * collided) / delta
        source_t[i] = -np.sum(weight * (speed**2 - 1) / 2 * collided) / delta
        x = collided[:, :, None] * frac
        back = -speed[None, :, None] / delta * np.log1p(-x)
        old_r2 = rr + back**2 + 2 * r * back * np.cos(th)[:, None, None]
        old_r2 = np.clip(old_r2, 0, 1)
        full_weight = (weight * collided)[:, :, None] * w_frac
        values = np.polynomial.legendre.legvander(
            2 * old_r2.ravel() - 1, n_r - 1)
        kernel[i] = (full_weight.ravel() @ values) @ basis_inverse
    matrix = np.eye(n_r) - kernel
    flow_p = w_r @ np.linalg.solve(matrix, source_p)
    flow_t = w_r @ np.linalg.solve(matrix, source_t)
    return -2 * flow_p, -flow_t / flow_p


def rarefaction(p, T):
    viscosity = 5 / (16 * diameter_molecule**2) * np.sqrt(mass * k * T / np.pi)
    return radius * p / (viscosity * np.sqrt(2 * k * T / mass))


# Flux and pressure from their definitions
n_h = p_h / (k * T_h)
flux_q, pressure_q = flux_and_pressure_by_quadrature(n_h, T_h)
assert abs(flux_q / (n_h * mean_speed(T_h) / 4) - 1) < 1e-8
assert abs(flux_q / wall_flux(p_h, T_h) - 1) < 1e-8
assert abs(pressure_q / p_h - 1) < 1e-8

# Equal pressures: the colder side must send more molecules
flux_cold_q, _ = flux_and_pressure_by_quadrature(p_h / (k * T_g), T_g)
assert flux_cold_q > flux_q

# Main result against a simulation that does not use the flux formula
ratio = np.sqrt(T_g / T_h)
sim_pressure, sim_density = two_box_simulation(T_h, T_g)
assert abs(sim_pressure / ratio - 1) < 0.025      # sampling and finite hole
assert abs(sim_density * ratio - 1) < 0.025

# Reciprocity in a cone, and transmission of the example's cylinder
w_narrow = ray_transmission(1.0, 2.0, 4.0, 150000)
w_wide = ray_transmission(2.0, 1.0, 4.0, 150000)
reciprocity = w_narrow * 1.0**2 / (w_wide * 2.0**2)
assert abs(reciprocity - 1) < 0.03                # sampling error
w_ray = ray_transmission(1.0, 1.0, length / radius, 150000)
w_tube = integral_transmission(length / radius)
assert abs(w_ray / w_tube - 1) < 0.04             # sampling error

# Relative speed factor that enters the mean free path
v1, v2 = rng.normal(size=(2, 300000, 3))
relative = (np.linalg.norm(v1 - v2, axis=1).mean()
            / np.linalg.norm(v1, axis=1).mean())
assert abs(relative / np.sqrt(2) - 1) < 0.005

# Kinetic equation: collisionless and dense limits
flow_free, gamma_free = kinetic_tube(1e-4)
flow_5, _ = kinetic_tube(5.0)
flow_10, gamma_10 = kinetic_tube(10.0)
assert abs(flow_free / (8 / (3 * np.sqrt(np.pi))) - 1) < 0.01
assert abs(gamma_free - 0.5) < 0.003
assert abs((flow_10 - flow_5) / (5 / 4) - 1) < 0.08  # slip still present
assert 0 < gamma_10 < 0.05

# Integrate the local no-flow condition from chamber to gauge
delta_grid = np.geomspace(1e-4, 20, 20)
gamma_grid = np.array([kinetic_tube(d)[1] for d in delta_grid])
gamma_of = PchipInterpolator(np.log(delta_grid), gamma_grid)


def ratio_with_collisions(p_chamber):
    def slope(log_T, log_p):
        d = rarefaction(np.exp(log_p[0]), np.exp(log_T))
        return [float(gamma_of(np.log(d)))]
    sol = solve_ivp(slope, [np.log(T_h), np.log(T_g)], [np.log(p_chamber)],
                    rtol=1e-7, atol=1e-9)
    assert sol.success
    return np.exp(sol.y[0, -1]) / p_chamber


scan_mtorr = np.array([0.01, 1.0, 10.0, 100.0, 300.0])
scan_ratio = np.array([ratio_with_collisions(p * mtorr) for p in scan_mtorr])
assert abs(scan_ratio[0] / ratio - 1) < 0.005
assert np.all(np.diff(scan_ratio) > 0)
assert 0.95 < scan_ratio[-1] < 1.0

# Worked example and neglected effects
p_g = p_h * ratio
lambda_h, lambda_g = mean_free_path(p_h, T_h), mean_free_path(p_g, T_g)
knudsen = lambda_g / (2 * radius)
assert knudsen > 10
conductance = w_tube * np.pi * radius**2 * mean_speed(T_g) / 4
offset = outgassing_torr_l_s / (conductance * 1e3) * 1e3
collision_shift = 100 * (scan_ratio[1] / ratio - 1)

print(f"Chamber temperature: {T_h:.0f} K; gauge temperature: {T_g:.0f} K")
print(f"Chamber pressure: {p_h/mtorr:.3f} mTorr = {p_h:.4f} Pa")
print(f"Model molecule: mass {mass/const.atomic_mass:.0f} u, "
      f"diameter {diameter_molecule*1e9:.1f} nm")
print(f"Tube: diameter {2*radius*1e3:.1f} mm, length {length*1e3:.1f} mm")
print(f"Mean speed, chamber: {mean_speed(T_h):.1f} m/s")
print(f"Mean speed, gauge: {mean_speed(T_g):.1f} m/s")
print(f"Flux from hot side at chamber pressure: {flux_q:.4e} m^-2 s^-1")
print(f"Flux from cold side at SAME pressure: {flux_cold_q:.4e} m^-2 s^-1")
print(f"Cold/hot flux ratio at equal pressure: {flux_cold_q/flux_q:.4f}")
print(f"Collisionless pressure ratio gauge/chamber: {ratio:.4f}")
print(f"Gauge pressure: {p_g/mtorr:.4f} mTorr = {p_g:.5f} Pa")
print(f"Reading below chamber pressure by: {100*(1-ratio):.2f} %")
print(f"Correction factor for reading: {1/ratio:.4f}")
print(f"Number density, chamber: {n_h:.4e} m^-3")
print(f"Number density, gauge: {p_g/(k*T_g):.4e} m^-3")
print(f"Density ratio gauge/chamber: {p_g/(k*T_g)/n_h:.4f}")
print(f"Two-box simulation, pressure ratio cold/hot: {sim_pressure:.4f}")
print(f"Two-box simulation, density ratio cold/hot: {sim_density:.4f}")
print(f"Cone (radii 1 and 2, length 4): W from narrow end {w_narrow:.4f}")
print(f"Same cone: W from wide end {w_wide:.4f}")
print(f"Cone reciprocity ratio A1 W12/(A2 W21): {reciprocity:.4f}")
print(f"Example tube W: integral equation {w_tube:.5f}, rays {w_ray:.5f}")
print(f"Relative/mean speed from random pairs: {relative:.4f}")
print(f"Mean free path: chamber {lambda_h*1e3:.1f} mm, "
      f"gauge {lambda_g*1e3:.1f} mm")
print(f"Smallest mean free path / tube diameter: {knudsen:.2f}")
print(f"Kinetic equation: gamma at delta=1e-4 {gamma_free:.4f}, "
      f"at delta=10 {gamma_10:.4f}")
print(f"Rarefaction delta at chamber end: {rarefaction(p_h, T_h):.4f}")
for pressure, value in zip(scan_mtorr, scan_ratio):
    print(f"BGK estimate at chamber {pressure:.2f} mTorr: "
          f"gauge/chamber {value:.4f}")
print(f"Collision shift of 1 mTorr example reading: {collision_shift:+.2f} %")
print(f"Gauge head at {T_head:.0f} K: collisionless ratio "
      f"{np.sqrt(T_head/T_h):.4f}")
print(f"Shift of reading due to warmer head: "
      f"{100*(np.sqrt(T_head/T_g)-1):+.2f} %")
print(f"Tube conductance at gauge temperature: {conductance*1e3:.4f} L/s")
print(f"Assumed gauge outgassing: {outgassing_torr_l_s:.1e} Torr L/s")
print(f"Outgassing offset: {offset:.3e} mTorr, "
      f"{100*offset/(p_g/mtorr):.3f} % of reading")
print("ALL CHECKS PASSED")
```

Running it gives:

```
Chamber temperature: 600 K; gauge temperature: 300 K
Chamber pressure: 1.000 mTorr = 0.1333 Pa
Model molecule: mass 40 u, diameter 0.4 nm
Tube: diameter 4.0 mm, length 50.0 mm
Mean speed, chamber: 563.6 m/s
Mean speed, gauge: 398.5 m/s
Flux from hot side at chamber pressure: 2.2675e+21 m^-2 s^-1
Flux from cold side at SAME pressure: 3.2067e+21 m^-2 s^-1
Cold/hot flux ratio at equal pressure: 1.4142
Collisionless pressure ratio gauge/chamber: 0.7071
Gauge pressure: 0.7071 mTorr = 0.09427 Pa
Reading below chamber pressure by: 29.29 %
Correction factor for reading: 1.4142
Number density, chamber: 1.6094e+19 m^-3
Number density, gauge: 2.2761e+19 m^-3
Density ratio gauge/chamber: 1.4142
Two-box simulation, pressure ratio cold/hot: 0.7047
Two-box simulation, density ratio cold/hot: 1.3836
Cone (radii 1 and 2, length 4): W from narrow end 0.7161
Same cone: W from wide end 0.1789
Cone reciprocity ratio A1 W12/(A2 W21): 1.0007
Example tube W: integral equation 0.09028, rays 0.09063
Relative/mean speed from random pairs: 1.4144
Mean free path: chamber 87.4 mm, gauge 61.8 mm
Smallest mean free path / tube diameter: 15.45
Kinetic equation: gamma at delta=1e-4 0.4997, at delta=10 0.0192
Rarefaction delta at chamber end: 0.0207
BGK estimate at chamber 0.01 mTorr: gauge/chamber 0.7074
BGK estimate at chamber 1.00 mTorr: gauge/chamber 0.7208
BGK estimate at chamber 10.00 mTorr: gauge/chamber 0.7773
BGK estimate at chamber 100.00 mTorr: gauge/chamber 0.9322
BGK estimate at chamber 300.00 mTorr: gauge/chamber 0.9829
Collision shift of 1 mTorr example reading: +1.94 %
Gauge head at 320 K: collisionless ratio 0.7303
Shift of reading due to warmer head: +3.28 %
Tube conductance at gauge temperature: 0.1130 L/s
Assumed gauge outgassing: 1.0e-07 Torr L/s
Outgassing offset: 8.848e-04 mTorr, 0.125 % of reading
ALL CHECKS PASSED
```
